The Klein-Gordon Coulomb problem: levels, Dirac comparison and S-wave breakdown, part 2

A spin-0 particle of electron mass and charge −1 obeys the Klein-Gordon equation in the field of a fixed nucleus, V = −Z/r. Hartree atomic units: ħ = m = e = 1, c = 1/α = 137.035999, x = Zα = Z/c, E = c² + ε. Still to come are the Dirac spectrum, numerical levels and the S-wave breakdown.

For orbital angular momentum l, with ψ = (u/r) Y_lm,

u'' + { [(E − V)² − c⁴]/c² − l(l+1)/r² } u = 0.  (1)

With K = l + 1/2, γ² = K² − x², δ = K − γ and β² = (c⁴ − E²)/c², the point nucleus gives

u'' + [ −β² + 2EZ/(c² r) − (γ² − 1/4)/r² ] u = 0.  (2)

Near the origin u = √r w(t), t = ln r, and

w_tt = γ² w,  (3)

so u ≈ A r^(s₊) + B r^(s₋), s± = 1/2 ± γ; point levels have B = 0.

A charged shell of radius R has V = −Z/R inside. Its inner S wave is sin qr; as R → 0, (qR)² → x² and r u'/u at R tends to y₀ = x cot x. Then

B/A = R^(2γ) (s₊ − y₀)/(y₀ − s₋).  (4)

Let u₀ ≈ A₀ r^(s₊) be a point level of energy E₀ and norm 𝒩₀ = ∫(E₀ − V)u₀² dr/c², and u the decaying solution at E = E₀ + δE with A = A₀. From (1),

(u₀u' − u u₀') at r → 0 = δE ∫ (E + E₀ − 2V) u u₀ dr/c² ≈ 2 δE 𝒩₀,  (5)

δE = −γ (B/A) A₀²/𝒩₀.  (6)

A series Σ a_m z^m with (m+1)a_(m+1)/a_m → 1 grows exponentially; in a bound state it must end, so η = EZ/(c²β) = N and

E_nl = c² / √(1 + x²/N²),  N = n − (l + 1/2) + √((l + 1/2)² − x²),  (7)

ε = −Z²/(2n²) − (Z⁴α²/2n⁴) [ n/(l + 1/2) − 3/4 ] + O(c²x⁶).  (8)

(e) The Dirac spectrum

For H = c α·p + β_D c² + V in the standard representation, with upper and lower two-component spinors φ and χ,

(ε − V) φ = c σ·p χ,  (ε − V + 2c²) χ = c σ·p φ.

Let σ_r = σ·r̂. The identity (σ·a)(σ·b) = a·b + iσ·(a×b) gives σ_r² = 1 and σ_r σ·p = −i∂_r + iσ·L/r, so

σ·p = σ_r ( −i∂_r + iσ·L/r ).

From J² = L² + σ·L + 3/4, the operator σ·L equals j(j+1) − l(l+1) − 3/4 on a state of given j and l. This is l for j = l + 1/2 and −(l+1) for j = l − 1/2. Define κ by σ·L = −(κ + 1). Then κ = −(l+1) in the first case and κ = l in the second, and |κ| = j + 1/2 in both. Call the angular spinor Ω_κ. The operator σ_r commutes with J and reverses parity, so it maps Ω_κ to the other spinor of the same j and m, which is Ω_(−κ). The phases are chosen so that σ_rΩ_κ = −Ω_(−κ), and σ_r² = 1 then gives σ_rΩ_(−κ) = −Ω_κ. Put φ = (G/r)Ω_κ and χ = i(F/r)Ω_(−κ). Using ∂_r(G/r) = G'/r − G/r²,

σ·p φ = −iσ_r [ G'/r − G/r² + (κ+1)G/r² ] Ω_κ = (i/r)(G' + κG/r) Ω_(−κ),

σ·p χ = i(−i) σ_r (1/r)(F' − κF/r) Ω_(−κ) = −(1/r)(F' − κF/r) Ω_κ.

With a± = (c² ± E)/c, so that a₊a₋ = β², the radial equations for V = −Z/r are

G' + κG/r = (a₊ + x/r) F,
F' − κF/r = (a₋ − x/r) G.

Insert G = e^(−βr) Σ g_m r^(m+μ) and F = e^(−βr) Σ f_m r^(m+μ). The coefficients of r^(m+μ−1) give

(m + μ + κ) g_m − x f_m = β g_(m−1) + a₊ f_(m−1),
x g_m + (m + μ − κ) f_m = a₋ g_(m−1) + β f_(m−1).

For m = 0 the right sides vanish, and a nonzero solution needs the determinant μ² − κ² + x² to vanish, so μ = √(κ² − x²). The Dirac norm is ∫(G² + F²)dr. The negative root gives r^(−2μ), which diverges for μ ≥ 1/2, so it is excluded for every κ when x ≤ √3/2. That range covers the examples below. For m ≥ 1 the determinant is (m + μ)² − μ² > 0.

The second right side is β/a₊ times the first, because β²/a₊ = a₋. So β times the first equation minus a₊ times the second gives, for every m,

P_m g_m = Q_m f_m,  P_m = β(m + μ + κ) − a₊x,  Q_m = βx + a₊(m + μ − κ).

At large m this makes f_m/g_m → β/a₊, and the first recursion becomes m g_m ≈ 2β g_(m−1). The sums then grow like e^(2βr), by the argument of part (c), and overcome e^(−βr). The series must end at some m = M, which happens when βg_M + a₊f_M = 0. Putting f_M = −βg_M/a₊ into P_M g_M = Q_M f_M,

β(M + μ + κ) − a₊x = −a₋x − β(M + μ − κ),

so 2β(M + μ) = x(a₊ − a₋) = 2xE/c, that is

η = EZ/(c²β) = M + μ.

Conversely, this condition means P_M = −(β/a₊)Q_M, so Q_M(βg_M + a₊f_M) = 0 and the series ends if Q_M ≠ 0. If Q_M = 0 then P_M = 0 too, and multiplying β(η + κ) = a₊x by a₊(κ − η) = βx gives κ² − η² = x², so η = μ and M = 0. All M ≥ 1 are therefore allowed. For M = 0 the first recursion fixes f₀/g₀ = (μ + κ)/x. At η = μ the energy is E = c²μ/|κ|, so β/a₊ = √(a₋/a₊) = √[(|κ| − μ)/(|κ| + μ)] = (|κ| − μ)/x. The requirement f₀/g₀ = −β/a₊ holds for κ < 0 and fails for κ > 0. With n = M + |κ|, both signs of κ then give n ≥ l + 1.

The condition η = N with N = n − |κ| + √(κ² − x²) is solved as in part (c). The Dirac levels are (7) and (8) with K = j + 1/2 in place of K = l + 1/2. Only κ² enters, so 2s1/2 (κ = −1) and 2p1/2 (κ = +1) coincide, and 2p3/2 (κ = −2) lies higher. The Klein-Gordon 2s and 2p levels have K = 1/2 and K = 3/2 and are split. From (8) with n = 2, a difference of levels is (Z⁴α²/32)(2/K₁ − 2/K₂) at leading order:

Klein-Gordon, 2p − 2s: (Z⁴α²/32)(4 − 4/3) = Z⁴α²/12,
Dirac, 2p3/2 − 2p1/2: (Z⁴α²/32)(2 − 1) = Z⁴α²/32.

The ratio of the total n = 2 spreads is 32/12 = 8/3 at this order.

(f) Numbers

Z = 1. The coefficient of α² in (8) is −(1/2)(2 − 3/4) = −0.625 for 1s, −(1/32)(4 − 3/4) = −0.1015625 for 2s and −(1/32)(4/3 − 3/4) = −0.0182292 for 2p. The last two differ by 1/12. The full formula gives

Klein-Gordon 2s: −0.1250054088 Ha
Klein-Gordon 2p: −0.1250009707 Ha
Dirac j = 1/2: −0.1250020802 Ha
Dirac j = 3/2: −0.1250004160 Ha

The Klein-Gordon splitting is 4.43810×10⁻⁶ Ha, or 29.201 GHz, against α²/12 = 4.43761×10⁻⁶ Ha. The leading-order value is low by 1.1×10⁻⁴ relative to the full one, which is of the order α² expected of the next term. The Dirac splitting is 1.66416×10⁻⁶ Ha, or 10.950 GHz, against α²/32 = 1.66410×10⁻⁶ Ha. The ratio is 2.66687, close to 8/3 = 2.66667. The measured n = 2 fine structure of hydrogen is roughly 11 GHz, which fits the Dirac value and rules out a spin-0 electron. In real hydrogen the 2s1/2 and 2p1/2 levels are separated by radiative effects of roughly 1 GHz, which lie outside both equations.

Z = 50. Here x = 0.364868 and x² = Z²/c² = 0.133128. The values of γ and δ are 0.341865 and 0.158135 for l = 0, 1.454947 and 0.045053 for l = 1, and 2.473231 and 0.026769 for l = 2. For 2s,

N = 2 − 0.158135 = 1.841865,  x²/N² = 0.039242,  E/c² = 0.980938,
ε = −0.019062 × 18778.87 = −357.96 Ha.

For 2p,

N = 2 − 0.045053 = 1.954947,  x²/N² = 0.034834,  E/c² = 0.983025,
ε = −0.016975 × 18778.87 = −318.77 Ha.

The Klein-Gordon levels from (7), with the Bohr value after each shell, are, in Ha:

1s −1548.66 (Bohr −1250.00)
2s −357.96, 2p −318.77 (Bohr −312.50)
3s −152.89, 3p −141.54, 3d −139.82 (Bohr −138.89)

The Dirac levels are −326.49 Ha for both 2s1/2 and 2p1/2, and −315.14 Ha for 2p3/2. The Klein-Gordon splitting is 39.20 Ha (1066.6 eV) and the Dirac splitting is 11.35 Ha (308.9 eV), a ratio of 3.45. The leading-order Klein-Gordon value Z⁴α²/12 = 27.74 Ha is 29% below the full one. The expansion parameter (x/K)² is 4x² = 0.53 for l = 0, and the true defect 0.158 exceeds its leading form x²/(2K) = 0.133 by 19% of the latter. For l = 1 the two are 0.0451 and 0.0444.

Levels of the shell nucleus need a numerical solution of (1). Write u'' = Q u, t = ln r and tan θ = u/v with v = r u'. Then u_t = v and v_t = v + r²Q u, so

dθ/dt = (u_t v − u v_t)/(u² + v²) = cos²θ − sin θ cos θ − r²Q sin²θ.

This equation is integrated with an adaptive eighth-order Runge-Kutta method, outward from r = R with the value of θ given by the inner solution, and inward from large r with cot θ = −βr. Each node of u advances θ by π, so a level with i nodes occurs when the two phases differ by iπ at a common point, and the energy is found by root bracketing.

For Z = 50, y₀ = 0.955225, and (4) reads

B/A = R^0.68373 (0.841865 − 0.955225)/(0.955225 − 0.158135) = −0.14222 R^0.68373.

This is −4.821×10⁻⁷ at R = 10⁻⁸ bohr and −9.986×10⁻⁸ at R = 10⁻⁹ bohr, in bohr^(2γ). The integration puts the 1s level above the point value by 2.9115×10⁻² Ha and 6.0311×10⁻³ Ha. The ratio of shift to −B/A is 6.04×10⁴ in both cases, as (6) requires, and the exponent is log₁₀(2.9115×10⁻²/6.0311×10⁻³) = 0.6837 = 2γ. These radii are far smaller than a real nucleus, whose size is roughly 10⁻⁴ bohr. They were taken small so that the leading power holds to the digits shown. At R = 1.1×10⁻⁴ bohr, where cR = 0.015 is still small against x, the shell level lies 16.8 Ha above the point value, and (4) with (6) gives 16.9 Ha.

(g) Breakdown of the S wave

Equation (3) has three regimes according to the sign of γ² = 1/4 − x² for l = 0. The boundary is x = 1/2, or Z = c/2 = 68.518.

Below the boundary, the ground state has N = 1/2 + γ, and x² = (1/2 − γ)N. Then N² + x² = N(1/2 + γ + 1/2 − γ) = N, and (7) gives E²/c⁴ = N²/(N² + x²) = N:

E_1s = c² √(1/2 + γ).

Since dγ/dx = −x/γ,

dE_1s/dx = −c² x / [ 2γ √(1/2 + γ) ],

which diverges as γ → 0 while E_1s tends to the finite value c²/√2. For Z = 68, x = 0.496220, γ = 0.061366, E_1s/c² = √0.561366 = 0.749243 and ε = −4708.93 Ha. The integration for a shell with R = 10⁻¹⁰⁰ bohr gives −4708.93 Ha as well. A very small radius is needed because the shift goes as R^0.1227 and falls only by a factor 1.33 when R shrinks tenfold: it is 7.1 Ha at R = 10⁻²⁰ bohr, 0.025 Ha at 10⁻⁴⁰ bohr, and below 10⁻⁴ Ha at 10⁻⁶⁰ bohr. Near x = 1/2 the point formula is therefore a poor description of a nucleus of realistic size: a shell with R = 1.25×10⁻⁴ bohr has ε = −3664 Ha, above the point value by 22% of the binding energy. For Z = 69, x = 0.503517 and γ² = −0.003530, so (7) is complex.

At x = 1/2, equation (3) is w_tt = 0 and

u ≈ √r [ A + B ln(cr) ],  r u'/u = 1/2 + B/(A + B ln cr).

Matching to y₀ at r = R gives A/B + ln cR = 1/(y₀ − 1/2), so

A/B = ln(1/cR) + 1/(y₀ − 1/2).

The ratio B/A still tends to zero, so the limit exists and is the solution of part (c) with γ = 0: E_1s/c² = 0.707107 and ε = −5500.20 Ha, or −149.67 keV. With u₀ ≈ A₀√r the bracket in (5) equals A₀B, so to first order in the shift

1/δE = (2𝒩₀/A₀²) [ ln(1/cR) + 1/(y₀ − 1/2) ].

A correction of order δE² to the shift changes 1/δE by a constant independent of R, equivalent to adding about 0.6 to the bracket beside 1/(y₀ − 1/2) = 2.41, so this formula fixes the slope of 1/δE against ln(1/R) but not its intercept. For the 1s state u₀ = √r e^(−βr), with A₀ = 1, E₀ = c²/√2, β = c/√2 and Z = c/2. Using ∫ r e^(−2βr) dr = 1/(2β)² and ∫ e^(−2βr) dr = 1/(2β),

c²𝒩₀ = E₀/(2β)² + Z/(2β) = 1/(2√2) + 1/(2√2) = 1/√2.

The slope of 1/δE against ln(1/R) is thus √2/c² = 7.5309×10⁻⁵ per Ha, and a step of 40 decades in R adds 7.5309×10⁻⁵ × 40 ln 10 = 0.006936 per Ha. The integration gives

R = 10⁻⁴⁰ bohr: δE = 147.20 Ha, 1/δE = 0.006793
R = 10⁻⁸⁰ bohr: δE = 72.84 Ha, 1/δE = 0.013728
R = 10⁻¹²⁰ bohr: δE = 48.39 Ha, 1/δE = 0.020664

The steps in 1/δE are 0.006935 and 0.006936. At R = 10⁻⁴⁰ bohr the shift is still 2.7% of the binding energy. The point problem at exactly x = 1/2 is defined, but it is approached only as 1/ln(1/R).

Above the boundary, γ = iν with ν = √(x² − 1/4), and (3) becomes w_tt = −ν²w:

u ≈ C √r sin[ ν ln(cr) + φ ].

The two solutions r^(1/2 ± iν) have the same modulus, so neither is less singular. Every real solution has zeros at radii in the ratio e^(π/ν), infinitely many of them as r → 0. Matching to the shell gives

1/2 + ν cot[ ν ln(cR) + φ ] = y₀,

φ = arccot[(y₀ − 1/2)/ν] − ν ln(cR), modulo π.

The phase demanded by the nucleus keeps turning as R → 0 and has no limit. At any fixed energy with |E| < c², the solution that decays at infinity has a phase φ(E) that does not depend on R. That energy is a level exactly when the two phases agree modulo π, which happens at radii with ν ln(cR_i) = constant − iπ, so that

R_i / R_(i+1) → e^(π/ν),

and it is not a level for the radii between. Each step inward uncovers one more zero of the outer solution, while sin qr has no zero inside for x < π, so successive radii belong to states with one more node. No S level converges as R → 0.

The direction of motion follows from (1). For a small change δV of the potential, the Wronskian argument of part (b), taken over the whole range where the bracket vanishes at both ends, gives ∫(E − V)(δE − δV)u² dr = 0, so

δE = ∫(E − V) δV u² dr / ∫(E − V) u² dr.

Shrinking the shell makes δV ≤ 0, and E − V > 0 for E ≥ 0. Every level with E ≥ 0 therefore moves down as R decreases. For x > 1/2 the levels pass through E = 0 one after another at the radii R_i. For x < 1/2 this cannot happen at small R: the decaying solution at E = 0 has B ≠ 0, since B = 0 occurs only at the positive energies (7), whereas (4) demands B/A → 0.

Take the model coupling x = 0.8, for which ν = √0.39 = 0.624500 and e^(π/ν) = 153.0209. The integration gives E_1s/c² = 0.64042, 0.52121 and 0.36119 for R = 4×10⁻³, 2×10⁻³ and 1×10⁻³ bohr. Holding E = 0 and solving the phase condition for R gives

0 nodes: R = 3.87089×10⁻⁴ bohr
1 node: R = 2.52996×10⁻⁶ bohr
2 nodes: R = 1.65334×10⁻⁸ bohr
3 nodes: R = 1.08047×10⁻¹⁰ bohr

The ratios are 153.0019, 153.0209 and 153.0209. At E = 0 the 1/r term of (2) vanishes and (qR)² = x² − (cR)², so the corrections to the matching begin at order (cR)². For the first radius cR = 0.053 and (cR)² = 2.8×10⁻³, and the first ratio differs from e^(π/ν) by 1.2×10⁻⁴ of its value. For the second radius (cR)² is near 10⁻⁷, below the digits shown.

The cause of the failure is the term x²/r² that V² adds to the radial equation. By (3), an attraction g/r² in u'' + (g/r²)u = 0 makes the solutions oscillate in ln r once g exceeds 1/4, and here g = x² − l(l+1). The condition g > 1/4 is x > l + 1/2, so the S wave, which has no centrifugal term, fails first, and the P wave only at x = 3/2. At x = 0.8 the 2p level is regular: γ = √(2.25 − 0.64) = 1.2689, N = 1.7689, and (7) gives ε = −1668.6 Ha, the value also obtained by integration with R = 10⁻¹² bohr. In the Dirac problem the smallest K is 1, so μ turns imaginary only at x = 1.

A nucleus of finite size has definite S levels for x > 1/2, as the values at x = 0.8 show, but they depend on R and on the charge profile at leading order, and formula (7) does not describe them. The levels were followed here only down to E = 0. As the binding approaches 2c², creation of particle-antiparticle pairs becomes energetically possible, and a one-particle wave equation no longer suffices.

Numerical values quoted here were computed with a short program.
